Time-step error and stability of velocity Verlet for the harmonic oscillator, part 2

Velocity Verlet with time step h is applied to a particle of mass m in V = ½mω²x², with true period T = 2π/ω. The problem is what a given h costs in stability, frequency and energy. At time nh, with a_n = −ω²x_n,

x_{n+1} = x_n + h v_n + (h²/2) a_n,   (1)

v_{n+1} = v_n + (h/2)(a_n + a_{n+1}).   (2)

Times are in fs, ω in rad/fs and wavenumbers ν in cm⁻¹; ω = 2πcν, c the speed of light. With s = ωh, γ = 1 − s²/2 and Ω² = ω²(1 − s²/4), one step is x → γx + hv, v → −hΩ²x + γv. For 0 < s < 2 this step matrix has eigenvalues e^{±iθ}, with cos θ = γ, sin(θ/2) = s/2, 0 < θ < π, and the first half found

x_n = x₀ cos nθ + (v₀/Ω) sin nθ.   (14)

v_n = −Ωx₀ sin nθ + v₀ cos nθ.   (15)

x_n = A cos(nθ + φ),   v_n = −ΩA sin(nθ + φ),   A² = x₀² + v₀²/Ω²,   (16)

The computed frequency ω_h has wavenumber ν_h, and Δν = ν_h − ν:

ω_h = θ/h = (2/h) arcsin(ωh/2).   (21)

ω_h/ω = 1 + s²/24 + 3s⁴/640 + 5s⁶/7168 + ….   (22)

The s⁴ term is 9s²/80 of the s² term. Every trajectory is bounded if and only if

ωh < 2, that is h < 2/ω = T/π.   (20)

For s > 2, κ = 2 arcosh(s/2): a start from rest gives |x_n| = |x₀| cosh nκ, with growth factor e^κ per step; only starts on the line hv₀ = x₀ sinh κ decay (part (d)).

By part (f), v² + Ω²x² is exactly conserved, and for s < 2 the energy ½m(v² + ω²x²) stays in a band with lower limit/upper limit = 1 − s²/4. Forward Euler multiplies it by 1 + s² per step. A program checks the results numerically.

(g) An O–H stretching vibration has a wavenumber of roughly 3700 cm⁻¹, a rough two-figure size. Model it as a harmonic oscillator with ν = 3700 cm⁻¹ and take h = 0.5 fs. Compute s, the frequency shift, the energy band and the critical step. How does the shift change for h = 0.25, 1 and 2 fs, and what happens at 3 fs?

Solution. With c = 2.997925 × 10⁻⁵ cm/fs,

ω = 2π × 2.997925 × 10⁻⁵ × 3700 = 0.69695 rad/fs,

T = 2π/0.69695 = 9.0152 fs,   T/h = 18.03 steps per period,

s = 0.69695 × 0.5 = 0.34848,   θ = 2 arcsin(0.17424) = 0.35026 rad.

The shift is the small difference between θ and s, so it is evaluated more accurately from the series than from these rounded angles. With s² = 0.12144,

s²/24 = 0.005060,   3s⁴/640 = 0.0000691.

Their sum is 0.005129, and the exact relative shift ω_h/ω − 1 is 0.005130. Wavenumber is proportional to angular frequency, so Δν = ν(ω_h/ω − 1):

leading term: 3700 × s²/24 = 18.721 cm⁻¹,

fourth-order term: 3700 × 3s⁴/640 = 0.256 cm⁻¹,

exact: Δν = 18.982 cm⁻¹ = 0.5691 THz.

The remainder 18.982 − 18.721 − 0.256 = 0.005 cm⁻¹ is the size of the sixth-order term, 3700 × 5 × 0.12144³/7168 ≈ 0.005 cm⁻¹. The leading term is low by 0.261 cm⁻¹, which is 1.4 % of the exact shift, in line with 9s²/80 = 0.0137. The line appears at 3718.982 cm⁻¹. These digits belong to the model with ν exactly 3700 cm⁻¹. For an O–H stretch near 3700 cm⁻¹ the statement is a shift of about 19 cm⁻¹ to the blue. At leading order

Δν ≈ ν s²/24 = (2πch)² ν³/24,   (25)

so the shift goes as the cube of the wavenumber, and an uncertainty of one per cent in ν is three per cent in Δν.

The program confirms the position of the line on a 10 ps run: it multiplies the positions by a Hann window and maximises the modulus of their Fourier sum over the wavenumber. The peak is at 3718.982 cm⁻¹.

The energy band has the ratio 1 − 0.12144/4 = 0.96964, and the smallest and largest energies met in the run have the ratio 0.96964; the width of the band is 3.0 % of its upper limit. The program also asserts that the mean energies of the first and the second half of the run agree. Forward Euler with the same step would multiply the energy by 1.1214 per step.

The critical step is 2/ω = 2/0.69695 = 2.8696 fs, the same as T/π = 9.0152/π.

For the four steps, the leading and the exact shifts in cm⁻¹ are:

h = 0.25 fs: s = 0.1742, leading 4.68, exact 4.70
h = 0.5 fs: s = 0.3485, leading 18.72, exact 18.98
h = 1 fs: s = 0.6970, leading 74.89, exact 79.30
h = 2 fs: s = 1.3939, leading 299.54, exact 393.84

The exact column is the eigenvalue phase of the numerically built step matrix, which the program asserts to agree with (21). The leading column grows by four for each doubling of h. The exact column grows faster, since all higher terms are positive: the leading term misses 4.41/79.30 = 5.6 % of the exact shift at 1 fs and 94.30/393.84 = 24 % at 2 fs. At 2 fs the run is stable and its energy does not drift, yet the line is displaced by more than a tenth of its true wavenumber.

At h = 3 fs, s = 2.0909 > 2. Then cosh(κ/2) = 1.0454, κ = 0.6006, and the factor per step is e^κ = 1.8232. From rest, forty steps give cosh(40 × 0.6006) ≈ ½e^{24.02}, about 1.4 × 10¹⁰; the iterated value is 1.355 × 10¹⁰. A step less than five per cent above the critical one amplifies the displacement by ten orders of magnitude in 120 fs.

(h) For the same oscillator: after what time is the computed motion half a cycle out of phase with the true one? What step keeps the shift at a chosen value δ, for example 1 cm⁻¹? Can the true wavenumber be recovered from a run already made?

Solution. The phase of the computed motion is ω_h t and that of the true motion is ωt. Their difference,

(ω_h − ω)t = 2πcΔν t ≈ ωt s²/24,

grows linearly in time and, at leading order, as h². It is the part of the trajectory error that accumulates; the other part, the replacement of ω by Ω in the amplitudes of (14) and (15), stays fixed. Setting the difference equal to π,

t_π = 1/(2cΔν) = 1/(2 × 2.997925 × 10⁻⁵ × 18.982) = 879 fs.

After this time, about 97.5 true periods, the computed bond is compressed when the true one is stretched.

In the program the phase of a run started from rest is read as the angle β of the point (x, −v/ω), and the lead over ωt first exceeds π at the sample t = 877.5 fs (printed as 878 fs), about 1 fs before t_π = 878.6 fs. A difference of this size is expected. With φ = 0 and α = nθ, tan β = (Ω/ω) tan α = (1 − η) tan α, where η = 1 − √(1 − s²/4) ≈ s²/8. Differentiating the tangent, (β − α)/cos²α ≈ −η tan α, so β − α ≈ −η sin α cos α = −(η/2) sin 2α. The measured angle wobbles about nθ with an amplitude that is s²/16 = 0.0076 rad at leading order. The lead grows by π/879 = 0.0036 rad per fs, so the first crossing can come up to about 2 fs early.

For a target shift δ, put νs²/24 = δ, which gives s = √(24δ/ν) and

h ≈ √(24δ/ν)/ω.   (26)

For δ = 1 cm⁻¹, √(24/3700) = 0.08054 and h = 0.08054/0.69695 = 0.1156 fs. Solving for the step at which the eigenvalue phase of the matrix gives exactly this shift yields 0.1155 fs, slightly shorter because the exact shift exceeds the leading one. The number of force evaluations for a run of given length is inversely proportional to h, so this accuracy costs 0.5/0.1155 = 4.3 times as much as the 0.5 fs run. In general the cost rises as δ^{−1/2} at leading order.

The relation sin(θ/2) = s/2 can be read backwards. With θ = ω_h h and s = ωh,

ω = (2/h) sin(ω_h h/2).   (27)

On 0 < θ < π the sine of θ/2 increases monotonically, so the inversion is unique on the whole stable range. Applied to the Fourier peak at 3718.982 cm⁻¹, for which ω_h h/2 = 0.17513, it returns 3700.000 cm⁻¹. Rescaling the frequency axis of a computed spectrum by (27) removes the time-step shift exactly for a line at the frequency of a harmonic mode. It does not correct an overtone, such as the line at 2ω_h in the spectrum of x², because (27) is not linear in ω_h. For anharmonic motion the derivation of (27) does not apply; part (j) compares the harmonic shift with the measured shift of an anharmonic oscillator in one case.

(i) A molecule near a minimum of its potential has coordinates x_i, masses m_i and equations m_i x_i″ = −Σ_j K_ij x_j with a symmetric force-constant matrix K. Determine what velocity Verlet, applied to the raw coordinates, does to each normal mode, and find the stability condition.

Solution. Let μ be the diagonal matrix of the masses and x the column of coordinates. The acceleration is a = −μ⁻¹Kx, and the rule (1), (2) holds for columns with the same scalar h. Define W = μ^{−1/2} K μ^{−1/2}. It is real and symmetric, because K is symmetric and μ^{−1/2} is diagonal, so W = R Λ Rᵀ with an orthogonal matrix R and a diagonal matrix Λ of eigenvalues ω_k². Introduce the constant matrix L = Rᵀ μ^{1/2} and the normal coordinates and velocities

Q = L x,   U = L v.

Multiply (1) and (2) from the left by L. The rules are sums of columns with scalar coefficients, so L acts on each term separately: x_n becomes Q_n, v_n becomes U_n, and a_n becomes L a_n. For the last, use x = L⁻¹Q = μ^{−1/2} R Q, which holds because RRᵀ = 1:

L a = −Rᵀ μ^{1/2} μ⁻¹ K μ^{−1/2} R Q = −Rᵀ W R Q = −Λ Q.

Component k is −ω_k² Q_k. The transformed rule is therefore velocity Verlet for independent oscillators, one for each k, and the integrator does not mix the modes. Each mode with ω_k² > 0 has its own s_k = ω_k h and its own shifted frequency (2/h) arcsin(s_k/2). All vibrations stay bounded if and only if every s_k < 2, that is

h < 2/ω_max.   (28)

The fastest mode sets the limit for the whole molecule, even when only slow motions are of interest, since a small amplitude in an unstable mode grows, unless it lies exactly on the exceptional line of starting points found in part (d), and x = L⁻¹Q spreads it over the coordinates that take part in that mode. A mode with ω_k = 0, such as an overall translation, has γ = 1 and Ω = 0, and the rule gives the exact free motion Q_n = Q₀ + nhU₀.

The numerical check uses two coordinates with masses 1 and 16 u, model modes of 1600 and 3700 cm⁻¹, and for R a rotation by 0.6 rad, so that K is not diagonal. The 4 × 4 step matrix is built in the raw coordinates. At h = 0.5 fs its eigenvalue phases give shifts of 1.518 and 18.982 cm⁻¹. The second is the value of part (g). The first follows by scaling, since the leading term goes as ν³ and the fourth-order term as ν⁵. With 1600/3700 = 0.43243,

18.721 × 0.43243³ + 0.256 × 0.43243⁵ = 1.514 + 0.004 = 1.518 cm⁻¹.

The slow mode alone would tolerate steps up to 6.636 fs. The program asserts that the largest eigenvalue modulus of the coupled system is one for a step slightly below 2.8696 fs, and that at 3 fs it equals e^κ = 1.8232 of the fast mode. Because the shift is not proportional to ν, no single scale factor corrects a whole spectrum, while (27) corrects the fundamental line of every harmonic mode.

(j) A real bond is not harmonic. For the Morse potential V = D(1 − e^{−aq})², with q the displacement from equilibrium, find the exact classical frequency at energy E < D. Use it as the reference to judge the harmonic shift formula for ν = 3700 cm⁻¹, the round value D = 5 eV, E = k_B × 300 K and h = 0.5 fs.

Solution. Put y = aq. Newton's equation is mq″ = −dV/dq = −2Da(1 − e^{−y})e^{−y}. Multiplying by a/m,

y″ = −ω²(1 − e^{−y}) e^{−y},   ω² = 2Da²/m.

For small y the right side is −ω²y, so ω is the harmonic frequency. The energy is E = ½m y′²/a² + D w², with w = 1 − e^{−y}. Dividing by D and using m/(2Da²) = 1/ω²,

y′²/ω² + w² = ε,   ε = E/D.

The turning points are w = ±r with r = √ε < 1. The period is twice the time between them, T_M = 2∫dy/|y′|, with |y′| = ω√(ε − w²). Since dw = e^{−y}dy = (1 − w)dy,

T_M = (2/ω) ∫ from −r to r of dw/[(1 − w)√(r² − w²)].

Substitute w = r cos ψ with ψ between 0 and π. Then |dw| = r sin ψ dψ and √(r² − w²) = r sin ψ, which cancel:

T_M = (2/ω) ∫₀^π dψ/(1 − r cos ψ).

With τ = tan(ψ/2), cos ψ = (1 − τ²)/(1 + τ²), dψ = 2dτ/(1 + τ²), and τ runs from 0 to ∞. Multiplying numerator and denominator by 1 + τ², the denominator becomes 1 + τ² − r(1 − τ²) = (1 − r) + (1 + r)τ². The standard integral ∫₀^∞ dτ/(p + gτ²) = π/(2√(pg)), which follows from τ = √(p/g) tan χ, gives

∫₀^π dψ/(1 − r cos ψ) = 2 × π/(2√((1 − r)(1 + r))) = π/√(1 − ε).

Hence T_M = 2π/(ω√(1 − ε)), and the classical wavenumber at energy E is

ν_M = ν√(1 − ε).   (29)

Here E = k_BT = 0.02585 eV and ε = 0.02585/5 = 0.00517, so ν_M = 3700 × √0.99483, about 3690.4 cm⁻¹. An adaptive high-order integration of the differential equation, timed between two zero crossings, gives 3690.422 cm⁻¹, and the program asserts its agreement with (29).

The Verlet rule with this force is a nonlinear map, and the solution of the first half does not apply to it. The shift is measured instead. A 10 ps run started at y = 0 with y′ = ω√ε has its Fourier peak at 3709.109 cm⁻¹, so

shift = 3709.109 − 3690.422 = 18.69 cm⁻¹,   18.69/18.982 = 0.9845.

For this energy and this start at y = 0 the harmonic formula is too large by about 0.3 cm⁻¹, or 1.6 % of the harmonic shift. It becomes exact as ε → 0, where the force is linear. In this model the time-step shift of +18.69 cm⁻¹ is about twice the classical anharmonic shift, 3690.422 − 3700 = −9.58 cm⁻¹, and of opposite sign. The computed line lies above the harmonic wavenumber although the true classical line lies below it, so the time-step error hides the classical anharmonic shift at this energy. That shift is not the anharmonicity seen in a spectrum: the quantum 0 → 1 line of the same Morse well lies ν²/(2D) ≈ 170 cm⁻¹ below ν (with D = 5 eV = 40328 cm⁻¹), about nine times the time-step shift, and classical dynamics at 300 K does not reproduce it for any step.

The deficit 1 − 0.9845 = 0.0155 comes mostly from the way the run is started. By (16), a start at y = 0 with a given velocity has an amplitude larger than the true one by ω/Ω, so the effective ε is larger by the factor 1/(1 − s²/4) = 1.031 and the anharmonic shift by about 9.58 × 0.031 ≈ 0.30 cm⁻¹. Runs started from rest at the outer or the inner turning point of the same energy give shifts of 18.97 and 19.00 cm⁻¹, within about 0.1 % of the harmonic value.

Three limits of the analysis follow from the model. The reference (29) is a classical frequency at one energy; a thermal ensemble contains a spread of energies, and quantised vibrational levels are outside classical dynamics altogether. The exact invariant of part (f) was obtained for a linear force and has not been shown for the Morse force. The condition ωh < 2 refers to the curvature at the minimum, whereas the local curvature of the Morse well, relative to that value, is the derivative of (1 − e^{−y})e^{−y}, namely 2e^{−2y} − e^{−y} = (1 − w)(1 − 2w). At the inner turning point, w = −r, this is (1 + r)(1 + 2r) > 1, so the compressed bond is stiffer than the harmonic one. The value 2/ω is the limit of the linearised map only, and the linear analysis gives no guarantee that the nonlinear map is stable up to it, even at small amplitude. At s = √3, which is h ≈ 2.49 fs here, cos θ = −1/2 and θ = 2π/3. The term in y² of the Morse force then oscillates with phase 2nθ, which the samples cannot distinguish from −nθ, so it drives the oscillation in resonance. At this step an arbitrarily small amplitude can grow; the time the growth takes lengthens as the starting amplitude is reduced and depends strongly on the starting phase, and for some phases the amplitude first falls. This is not the only such step. For the Morse run at E = k_B × 300 K started at y = 0, the amplitude grows several-fold within 20 000 steps for h between about 2.02 and 2.07 fs, around s = √2 where θ = π/2, and again for h above about 2.4 fs, both well below 2/ω = 2.87 fs.

Calculated quantities

```
eigenphase at s=0.05: 1/c2 = 23.993, c4 = 0.004689 (3/640 = 0.004687)
stability edge by bisection: s = 2.000000
c = 2.997925e-05 cm/fs
input nu = 3700 cm^-1, h = 0.5 fs, run length = 10 ps
w = 0.69695 rad/fs, period T = 9.0152 fs, steps per period = 18.03
s = 0.34848, theta = 0.35026 rad
s^2/24 = 0.005060, 3 s^4/640 = 6.912e-05
exact relative shift = 0.005130
leading shift = 18.721 cm^-1
fourth-order term = 0.256 cm^-1
exact shift = 18.982 cm^-1 = 0.5691 THz
formula peak = 3718.982 cm^-1, Fourier peak of run = 3718.982 cm^-1
peak after inverse formula = 3700.000 cm^-1
critical step 2/w = 2.8696 fs
h = 0.25 fs: s = 0.1742, leading 4.68, exact 4.70 cm^-1
h = 0.5 fs: s = 0.3485, leading 18.72, exact 18.98 cm^-1
h = 1.0 fs: s = 0.6970, leading 74.89, exact 79.30 cm^-1
h = 2.0 fs: s = 1.3939, leading 299.54, exact 393.84 cm^-1
E_min/E_max: run 0.96964, 1 - s^2/4 = 0.96964
forward Euler energy factor per step 1 + s^2 = 1.1214
phase error pi: formula 879 fs, run 878 fs
step for 1 cm^-1 shift: leading 0.1156 fs, eigenphase 0.1155 fs
h = 3.0 fs: s = 2.0909, kappa = 0.6006, factor per step = 1.8232
h = 3.0 fs: |x_40/x_0| = 1.355e+10
coupled model: masses 1 and 16 u, mixing angle 0.6 rad
coupled mode 1600 cm^-1: shift 1.518 cm^-1 at h = 0.5 fs
coupled mode 3700 cm^-1: shift 18.982 cm^-1 at h = 0.5 fs
critical step of the 1600 cm^-1 mode alone = 6.636 fs
Morse: D = 5.0 eV, T = 300 K, E = kT = 0.02585 eV, eps = 0.00517
Morse: exact classical nu = 3690.422 cm^-1, Verlet peak = 3709.109 cm^-1
Morse: shift = 18.69 cm^-1, ratio to harmonic = 0.9845
```
